# Resonant E1 X-ray scattering amplitude of a magnetic ion

An X-ray photon tuned to an absorption edge lifts a core electron into a partly filled magnetic shell, and the ion returns to its initial state by emitting a photon. The problem is to find how the elastic electric-dipole (E1) amplitude depends on the moment direction $\mathbf m$ and on the two polarizations.

Rydberg atomic units are used: $\hbar=1$, electron mass $1/2$, $e^2=2$, $c=2/\alpha$ with $\alpha$ the fine-structure constant. Energies are in Ry and lengths in $a_0$. Fields vary as $e^{-i\omega t}$, $k=\omega/c$, and the amplitude $f$ is a length with $d\sigma/d\Omega=|f|^2$. The incoming and outgoing polarizations are $\boldsymbol\varepsilon$ and $\boldsymbol\varepsilon'$.

## (a) From the driven dipole to the amplitude

**Find the E1 amplitude of an ion in state $i$, and identify its resonant part.**

In the dipole approximation the field is uniform over the active core orbital, and the coupling of an electron is $e\,\mathbf r\cdot\mathbf E(t)$. Take $\mathbf E=\mathrm{Re}(\boldsymbol\varepsilon E_0e^{-i\omega t})$, write $\omega_n=E_n-E_i$, and let the amplitude of the excited state $n$ decay at the rate $\Gamma/2$. To first order in the field,

$$i\dot c_n=(\omega_n-i\Gamma/2)c_n+e\langle n|\mathbf r\cdot\mathbf E(t)|i\rangle .$$

Inserting $c_n=A_ne^{-i\omega t}+B_ne^{i\omega t}$ and matching each exponential gives

$$A_n=-\frac{eE_0}{2}\frac{\langle n|\boldsymbol\varepsilon\cdot\mathbf r|i\rangle}{\omega_n-\omega-i\Gamma/2},\qquad
B_n=-\frac{eE_0}{2}\frac{\langle n|\boldsymbol\varepsilon^*\cdot\mathbf r|i\rangle}{\omega_n+\omega-i\Gamma/2}.$$

The induced dipole is $-e\langle\mathbf r\rangle=-2e\,\mathrm{Re}\sum_n\langle i|\mathbf r|n\rangle c_n=\mathrm{Re}(\mathbf Pe^{-i\omega t})$. Both $A_n$ and $B_n^*$ contribute to $\mathbf P$:

$$\frac{\mathbf P}{E_0}=2\sum_n\left[\frac{\langle i|\mathbf r|n\rangle\langle n|\boldsymbol\varepsilon\cdot\mathbf r|i\rangle}{\omega_n-\omega-i\Gamma/2}+\frac{\langle n|\mathbf r|i\rangle\langle i|\boldsymbol\varepsilon\cdot\mathbf r|n\rangle}{\omega_n+\omega+i\Gamma/2}\right].$$

The dipole radiates the far field $k^2[\mathbf P-\mathbf n(\mathbf n\cdot\mathbf P)]e^{ikr}/r$ in direction $\mathbf n$. Since $\boldsymbol\varepsilon'\perp\mathbf n$, its projection gives $f=k^2\boldsymbol\varepsilon'^*\cdot\mathbf P/E_0$. On resonance the second term is smaller than the first by about $(\Gamma/2)/(2\omega)$ times the ratio of the matrix-element products in the two numerators. It is negligible unless the resonant product nearly vanishes for the chosen polarizations, so near an edge

$$f=2k^2\sum_i p_i\sum_n\frac{\langle i|\boldsymbol\varepsilon'^*\cdot\mathbf r|n\rangle\langle n|\boldsymbol\varepsilon\cdot\mathbf r|i\rangle}{\omega_n-\omega-i\Gamma/2}.$$

Here $p_i$ are the populations. Averaging the amplitude, not the intensity, is right for coherent scattering from many ions.

The sign can be checked at high frequency. For one electron and parallel linear polarizations, both terms with $\Gamma$ dropped give

$$f=2k^2\sum_n\frac{2\omega_n|x_{ni}|^2}{\omega_n^2-\omega^2}\to-\frac{4}{c^2}\sum_n\omega_n|x_{ni}|^2 .$$

For $H=p^2+V$ the sum is $\tfrac12\langle[x,[H,x]]\rangle$. As $[H,x]=-2ip$ and $[x,-2ip]=2$, it equals 1. Hence $f\to-r_e$ with $r_e=4/c^2$, the Thomson amplitude. This fixes the sign of the resonant $f$ relative to the scattering from the other electrons, which must be added to it. Electrons whose excitation energies lie far below $\omega$ contribute with the Thomson sign near the forward direction. At larger momentum transfer the field is not uniform over an outer shell, and its $-r_e$ per electron is multiplied by a form factor that falls off and, for a single shell, can change sign. For electrons whose excitation energies all lie above $\omega$, such as the $1s$ electrons at a $2p$ edge, every term of the sum is positive and the sign is opposite.

## (b) Reduction by axial symmetry

**Let the ion, including its populations, be symmetric about $\mathbf m$. Reduce $f$ to scalar coefficients times polarization factors.**

Choose $\mathbf x\times\mathbf y=\mathbf m$ and the vectors $\mathbf e_{\pm1}=\mp(\mathbf x\pm i\mathbf y)/\sqrt2$, $\mathbf e_0=\mathbf m$. They are complete, $\sum_q\mathbf e_q\mathbf e_q^*=1$. With $r_q=\mathbf e_q\cdot\mathbf r$,

$$\boldsymbol\varepsilon\cdot\mathbf r=\sum_q(\boldsymbol\varepsilon\cdot\mathbf e_q^*)\,r_q,\qquad
\boldsymbol\varepsilon'^*\cdot\mathbf r=\sum_{q'}(\boldsymbol\varepsilon'^*\cdot\mathbf e_{q'})\,r_{q'}^\dagger .$$

The operator $r_q$ raises the angular momentum along $\mathbf m$ by $q$. A rotation by $\chi$ about $\mathbf m$ multiplies the averaged product with labels $q',q$ by a phase $e^{\pm i(q-q')\chi}$. Invariance forces the product to vanish unless this phase is 1. Full axial symmetry therefore leaves $q=q'$. So does an $n$-fold axis with $n\ge3$, because $|q-q'|\le2$; a twofold axis would leave the pair $+1,-1$ coupled. What remains is

$$f=\sum_qT_q(\boldsymbol\varepsilon'^*\cdot\mathbf e_q)(\mathbf e_q^*\cdot\boldsymbol\varepsilon),\qquad
T_q=2k^2\sum_{i,n}\frac{p_i|\langle n|r_q|i\rangle|^2}{\omega_n-\omega-i\Gamma/2}.$$

Multiplying out the dyads, with $(\mp1)^2=1$,

$$\mathbf e_{\pm1}\mathbf e_{\pm1}^*=\tfrac12(\mathbf x\pm i\mathbf y)(\mathbf x\mp i\mathbf y)=\tfrac12\left[\mathbf x\mathbf x+\mathbf y\mathbf y\mp i(\mathbf x\mathbf y-\mathbf y\mathbf x)\right].$$

Here $\mathbf x\mathbf x+\mathbf y\mathbf y=1-\mathbf m\mathbf m$. Contracting the antisymmetric part with $\boldsymbol\varepsilon'^*$ on the left and $\boldsymbol\varepsilon$ on the right gives

$$(\boldsymbol\varepsilon'^*\cdot\mathbf x)(\boldsymbol\varepsilon\cdot\mathbf y)-(\boldsymbol\varepsilon'^*\cdot\mathbf y)(\boldsymbol\varepsilon\cdot\mathbf x)=(\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon)\cdot\mathbf m .$$

Adding the $q=0$ dyad $\mathbf m\mathbf m$ and collecting terms,

$$f=a_0\,\boldsymbol\varepsilon'^*\cdot\boldsymbol\varepsilon-i a_1(\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon)\cdot\mathbf m+a_2(\boldsymbol\varepsilon'^*\cdot\mathbf m)(\boldsymbol\varepsilon\cdot\mathbf m),$$

$$a_0=\tfrac12(T_{+1}+T_{-1}),\quad a_1=\tfrac12(T_{+1}-T_{-1}),\quad a_2=T_0-a_0 .$$

These are the charge, linear magnetic and quadratic magnetic terms. A numerical test propagated the Schrödinger equation of a driven atom with three split excited levels. Its dipole agreed with this form to 0.4% of the response, within the 1% allowed for the antiresonant term.

## (c) Radiative widths

**Express $T_q$ through the partial radiative widths.**

Consider one nondegenerate initial state and one excited state reached through one $q$, decaying back by radiation alone. Energy conservation then fixes the width. Put $\delta=\omega_n-\omega$ and $d^2=|\langle n|r_q|i\rangle|^2$. The scattered wave is governed by $\mathbf v=T_q\mathbf e_q(\mathbf e_q^*\cdot\boldsymbol\varepsilon)$. Summing over outgoing polarizations gives $|\mathbf v|^2-|\mathbf n\cdot\mathbf v|^2$. The direction average of the last term is $|\mathbf v|^2/3$, so the scattered cross section is $(8\pi/3)|\mathbf v|^2$. The optical theorem requires

$$\frac{8\pi}{3}|T_q|^2=\frac{4\pi}{k}\,\mathrm{Im}\,T_q ,$$

where the common factor $|\mathbf e_q^*\cdot\boldsymbol\varepsilon|^2$ has cancelled. Inserting

$$|T_q|^2=\frac{4k^4d^4}{\delta^2+\Gamma^2/4},\qquad \mathrm{Im}\,T_q=\frac{k^2d^2\,\Gamma}{\delta^2+\Gamma^2/4}$$

gives $\Gamma=\tfrac83k^3d^2$. This is the partial width $\Gamma_q$ of the transition. In a real core-hole state other decays enlarge the total $\Gamma$. Define $F_q=(2k/3)T_q$. Each transition contributes $(4k^3d^2/3)/(\delta-i\Gamma/2)=(\Gamma_q/2)/(\delta-i\Gamma/2)$, so

$$F_q=\sum_{i,n}p_i\frac{\Gamma_q(n,i)}{\Gamma}\frac{1}{x-i},\qquad x=\frac{2(\omega_n-\omega)}{\Gamma},$$

with $k$ taken at resonance in the widths. The Hannon–Trammell form follows from $T_q=(3/2k)F_q$:

$$f=\frac{3}{4k}\Big\{(F_{+1}+F_{-1})\boldsymbol\varepsilon'^*\cdot\boldsymbol\varepsilon-i(F_{+1}-F_{-1})(\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon)\cdot\mathbf m$$
$$\qquad+(2F_0-F_{+1}-F_{-1})(\boldsymbol\varepsilon'^*\cdot\mathbf m)(\boldsymbol\varepsilon\cdot\mathbf m)\Big\}.$$

## (d) What "charge", "linear" and "quadratic" mean

**How do the coefficients depend on the size of the moment, and when does the form fail?**

The names count powers of the unit vector $\mathbf m$. The coefficients have their own dependence on the exchange field $B$ that creates the moment. Time reversal maps the ion with field $B$ onto the ion with field $-B$, keeping energies and populations. It leaves $\mathbf r$ unchanged but conjugates $\mathbf e_q$, and $\mathbf e_{+1}^*=-\mathbf e_{-1}$. With the axis held fixed, therefore, $T_q(-B)=T_{-q}(B)$. Hence $a_1$ is odd in $B$, while $a_0$ and $a_2$ are even.

In an isotropic environment at $B=0$ the three $T_q$ are equal, so $a_1=a_2=0$. At nonzero temperature and small $B$ the leading terms allowed are then $a_1\propto B$ and $a_2\propto B^2$, and $a_0$ changes by a term in $B^2$. The "charge" coefficient thus has a magnetic part. In the model of part (f), doubling a small field gave powers 0.999 for $a_1$ and 1.998 for both others.

The quadratic term need not be magnetic: a uniaxial crystal field alone can make $T_0$ differ from $T_{\pm1}$.

If the lattice supplies axes other than $\mathbf m$, the argument of part (b) can break down. Adding to the model valence shell a cubic field $D(x^4+y^4+z^4)/r^4$, with $D=0.1$ Ry, left the form intact for $\mathbf m$ along a fourfold or threefold axis. With the exchange field along $(2,1,2)/3$, a part of the scattering tensor amounting to 6% of its norm lay outside the three terms. The moment then tilts from the field by about $1.3^\circ$, but taking $\mathbf m$ along the moment itself still leaves about 6% outside.

## (e) Linear polarizations

**Write the three polarization factors for scattering through the angle $2\theta$.**

Use the right-handed axes $\mathbf U_1\parallel\mathbf k+\mathbf k'$, $\mathbf U_2\parallel\mathbf k\times\mathbf k'$, $\mathbf U_3\parallel\mathbf k-\mathbf k'$. The unit wave vectors are $\hat{\mathbf k}=(\cos\theta,0,\sin\theta)$ and $\hat{\mathbf k}'=(\cos\theta,0,-\sin\theta)$. Take $\boldsymbol\sigma=\boldsymbol\sigma'=\mathbf U_2$, normal to the scattering plane, and

$$\boldsymbol\pi=\hat{\mathbf k}\times\boldsymbol\sigma=(-\sin\theta,0,\cos\theta),\qquad \boldsymbol\pi'=\hat{\mathbf k}'\times\boldsymbol\sigma=(\sin\theta,0,\cos\theta).$$

The scalar products are $\boldsymbol\sigma'\cdot\boldsymbol\sigma=1$, $\boldsymbol\pi'\cdot\boldsymbol\pi=\cos^2\theta-\sin^2\theta=\cos2\theta$, and zero for the crossed pairs. The vector products are

$$\boldsymbol\sigma'\times\boldsymbol\sigma=0,\quad \boldsymbol\sigma'\times\boldsymbol\pi=\hat{\mathbf k},\quad \boldsymbol\pi'\times\boldsymbol\sigma=-\hat{\mathbf k}',\quad \boldsymbol\pi'\times\boldsymbol\pi=-\sin2\theta\,\mathbf U_2 .$$

With $\mathbf m=(m_1,m_2,m_3)$, the factors multiplying $a_0$, $-ia_1$ and $a_2$ are:

- $\sigma\to\sigma'$: $1$; $0$; $m_2^2$.
- $\pi\to\sigma'$: $0$; $m_1\cos\theta+m_3\sin\theta$; $m_2(m_3\cos\theta-m_1\sin\theta)$.
- $\sigma\to\pi'$: $0$; $-m_1\cos\theta+m_3\sin\theta$; $m_2(m_3\cos\theta+m_1\sin\theta)$.
- $\pi\to\pi'$: $\cos2\theta$; $-m_2\sin2\theta$; $m_3^2\cos^2\theta-m_1^2\sin^2\theta$.

The charge term does not rotate $\sigma$ into $\pi'$, and the linear term is absent from $\sigma\to\sigma'$. For incident $\sigma$ light, analysing the scattered polarization therefore separates these two terms, though the quadratic term can enter both channels.

## (f) A model ion

**Evaluate the amplitudes for one hole in a $d$ shell and a photon that lifts a $2p$ electron into it.**

The excited state has a full $d$ shell and one core hole, so one-electron levels describe both configurations. If the hole sits in $d$ orbital $v$ and the electron comes from core orbital $c$, then $\omega_n=E_v-E_c$. The hole prefers the highest electron level, so $p_v\propto e^{E_v/k_BT}$. The round parameters are:

- photon and edge energy 800 Ry (10.9 keV), $\Gamma=0.4$ Ry, radial integral $R=0.005\,a_0$;
- spin-orbit constants 80 Ry (core) and 0.03 Ry (valence);
- exchange fields, multiplying the Pauli matrix along $\mathbf m$, 0.01 Ry (core) and 0.005 Ry (valence), with $k_BT=0.002$ Ry.

Two limits set the scale. Since $k^2/r_e=\omega^2/4$, a transition on resonance contributes $T_q/r_e=i\omega^2d^2/\Gamma$. A fully polarized hole occupies $Y_{22}$ with spin up. Up to the spin factor, $r_{+1}Y_{11}=R\sqrt{2/5}\,Y_{22}$, so $d^2=2R^2/5$ and

$$\frac{T_{+1}}{r_e}=i\,\frac{800^2\times0.4\times0.005^2}{0.4}=16i,\qquad T_0=T_{-1}=0 .$$

In this limit the ion responds through $\mathbf e_{+1}$ alone, with $a_0=a_1=-a_2=8i\,r_e$. At zero exchange field the same strength is shared equally by the three components, giving $a_0=(16/3)i\,r_e=5.33i\,r_e$, as computed.

At the chosen temperature the largest hole populations are 0.606, 0.246 and 0.096, and the moment is 2.28 Bohr magnetons. Diagonalization gives

$$T_{+1}=(-0.23+12.45i)r_e,\quad T_0=(-0.06+2.99i)r_e,\quad T_{-1}=(-0.01+0.54i)r_e .$$

The small real parts reflect level shifts, and the signs of those in $T_{+1}$ and $T_0$ depend on the assumed core exchange field. That field is a free parameter here: in the excited state the $d$ shell is full, so the ion's own $d$ moment no longer acts on the core hole. Without it the real parts of $T_{+1}$ and $T_0$ would be $+0.28\,r_e$ and $+0.03\,r_e$, with the imaginary parts almost unchanged. For the fully polarized hole the shift is $0.005-0.01=-0.005$ Ry, which gives a ratio of real to imaginary part $2\delta/\Gamma=-0.025$. The thermal average for $T_{+1}$ has $-0.019$. The coefficients are

$$a_0=(-0.12+6.49i)r_e,\quad a_1=(-0.11+5.95i)r_e,\quad a_2=(0.06-3.51i)r_e .$$

With $r_e=2.818$ fm, $|a_0|$ is about 18.3 fm. The coefficient $a_0$ exceeds its zero-field value by more than 20%, yet the orientational average $(T_{+1}+T_0+T_{-1})/3=a_0+a_2/3$ has imaginary part $6.494-1.169=5.325$ in units of $r_e$, almost the zero-field value. In this model the magnetic change of $a_0$ is mainly a redistribution of strength among polarizations.

Now take $\theta=30^\circ$ and $\mathbf m=(2,1,2)/3$. For $\sigma\to\sigma'$ the quadratic factor is $1/9$, and

$$f_{\sigma\sigma'}=a_0+a_2/9=(-0.11+6.10i)r_e .$$

For $\sigma\to\pi'$ the linear and quadratic factors are $-0.244$ and $0.304$. Since $-ia_1=(5.95+0.11i)r_e$,

$$f_{\sigma\pi'}=[-0.244(5.95+0.11i)+0.304(0.06-3.51i)]r_e=(-1.43-1.09i)r_e .$$

The intensities $|f|^2$ are $37.3\,r_e^2$ for $\sigma\to\sigma'$, $3.2\,r_e^2$ for $\sigma\to\pi'$, $29.5\,r_e^2$ for $\pi\to\sigma'$ and $9.0\,r_e^2$ for $\pi\to\pi'$. The two crossed channels differ strongly because their linear factors are $\hat{\mathbf k}\cdot\mathbf m=0.911$ and $-\hat{\mathbf k}'\cdot\mathbf m=-0.244$.

These values omit Thomson scattering, the other shells, higher multipoles and the relaxation of orbitals around the core hole. They also describe a free ion: in a solid the crystal field on a $5d$ shell usually exceeds the spin-orbit constant used here and changes the hole state, the moment and the $T_q$.

## (g) Satellites of a helix

**Let the moments turn as $\mathbf m=(\cos\varphi,\sin\varphi,0)$, with $\varphi$ advancing uniformly along $\mathbf U_3$. Find the satellites for incident $\sigma$ light.**

Assume single scattering, an isotropic local environment, so that the $a_j$ are the same at each site, and one value of $\theta$ for all the satellites. Let the turn angle from one ion to the next be such that none of its first four multiples is a multiple of $2\pi$. Otherwise some of the orders $0,\pm1,\pm2$ coincide and their amplitudes interfere, as happens with three or four ions per turn. Part (e) gives

$$f_{\sigma\sigma'}=a_0+\frac{a_2}{2}(1-\cos2\varphi),\qquad
f_{\sigma\pi'}=ia_1\cos\theta\cos\varphi+\frac{a_2}{2}\sin\theta\sin2\varphi .$$

A term $\cos h\varphi$ or $\sin h\varphi$ puts half its amplitude, up to a phase, into each of the satellites $\pm h$. The two outgoing polarizations add in intensity. Per site squared,

$$I_0=\left|a_0+\frac{a_2}{2}\right|^2,\quad I_{\pm1}=\frac{|a_1|^2\cos^2\theta}{4},\quad I_{\pm2}=\frac{|a_2|^2(1+\sin^2\theta)}{16}.$$

For the model ion at $\theta=30^\circ$ these are 22.5, 6.6 and $0.96\,r_e^2$, the last two for each satellite. A direct Fourier sum over twelve ions per turn confirmed all three and gave no third harmonic. The first satellite measures $|a_1|$ and the second $|a_2|$. Near zero exchange field their intensities grow as $B^2$ and $B^4$, by part (d), so the second satellite fades faster as the moment disappears. The numerical output lists the coefficients and amplitudes to more digits.

## Computed results

```
edge and photon energy: 800 Ry
photon energy converted: 10.885 keV
full width Gamma: 0.4 Ry
radial integral: 0.005 a0
core spin-orbit constant: 80 Ry
valence spin-orbit constant: 0.03 Ry
valence exchange field: 0.005 Ry
core exchange field: 0.01 Ry
thermal energy kT: 0.002 Ry
wave number k: 2.9189 1/a0
classical electron radius r_e: 5.3251e-05 a0
r_e converted: 2.8179 fm
six largest hole populations: [0.6061 0.246  0.0958 0.0355 0.0125 0.0041]
moment along m: 2.2807 Bohr magnetons
T[+1]: -0.2316 +12.4479i r_e
T[+0]: -0.0583 +2.9874i r_e
T[-1]: -0.0090 +0.5400i r_e
1000 F[+1]: -0.0240 +1.2899i (dimensionless)
1000 F[+0]: -0.0060 +0.3096i (dimensionless)
1000 F[-1]: -0.0009 +0.0560i (dimensionless)
a0 charge coefficient: -0.1203 +6.4940i r_e
a1 linear coefficient: -0.1113 +5.9539i r_e
a2 quadratic coefficient: 0.0620 -3.5066i r_e
a0 at zero exchange field: -0.0000 +5.3333i r_e
Bragg angle theta: 30 degrees
m in (U1,U2,U3): [0.66667 0.33333 0.66667]
sigma->sigma' factors charge, linear, quadratic: 1.00000 0.00000 0.11111
sigma->sigma' amplitude: -0.1134 +6.1044i r_e
sigma->sigma' intensity: 37.276 r_e^2
pi->sigma' factors charge, linear, quadratic: 0.00000 0.91068 0.08134
pi->sigma' amplitude: 5.4272 -0.1839i r_e
pi->sigma' intensity: 29.488 r_e^2
sigma->pi' factors charge, linear, quadratic: 0.00000 -0.24402 0.30356
sigma->pi' amplitude: -1.4341 -1.0916i r_e
sigma->pi' intensity: 3.2481 r_e^2
pi->pi' factors charge, linear, quadratic: 0.50000 -0.28868 0.22222
pi->pi' amplitude: -1.7651 +2.4356i r_e
pi->pi' intensity: 9.0479 r_e^2
helix main peak per site squared: 22.482 r_e^2
helix first satellite per site squared: 6.6491 r_e^2
helix second satellite per site squared: 0.96094 r_e^2
exchange-field powers of a0 change, a1, a2: [1.9983 0.9988 1.9983]
cubic field strength in counterexample: 0.1 Ry
part outside three-term form there: 6.087 percent
time-propagation difference: 0.36106 percent
high-frequency amplitude: -0.99978 r_e
scattered/total cross section: 1 (ratio)
```
